# Energy Stored in an Output Capacitance That Falls with Voltage

## Problem

A power transistor in its off state blocks a voltage $v$ between its output terminals. Its output capacitance is the differential capacitance, the ratio of a small added charge to the small voltage rise that it causes:

$$
C(v)=\frac{dQ}{dv}.
$$

For $0<v\le V$ it follows the model law

$$
C(v)=C_f\sqrt{\frac{V}{v}},
$$

where $V$ is the final voltage and $C_f=C(V)$ is the capacitance at that voltage. The charge depends on the present voltage alone, so there is no hysteresis, and $Q(0)=0$. Take $V=400$ V and $C_f=100$ pF.

1. Find the energy stored when the output is charged from zero to $V$, and compare it with $\tfrac12 C_fV^2$.
2. Find the stored charge. Which constant capacitance would hold the same charge at $V$, and which the same energy?
3. Find the energy stored in the same device at 100 V and at 200 V.
4. The output is charged from a fixed supply $V$ through a resistive path, then discharged through the transistor's own channel. Find the heat produced in each process, and the mean power of the discharge heat at 100 kHz.
5. Show that a uniformly doped depletion layer obeys the assumed law, and confirm the stored energy from its electric field.
6. How does a built-in potential of 1.5 V change the energy?

## Solution

### 1. Stored energy

Moving a charge $dQ$ onto the output while its voltage is $v$ takes the work $v\,dQ$. Since $dQ=C(v)\,dv$, the energy is

$$
E=\int_0^V v\,C(v)\,dv .
$$

If $C$ were constant it could be taken out of the integral, leaving $\tfrac12CV^2$. Here it must stay inside:

$$
E=C_f\sqrt V\int_0^V \frac{v}{\sqrt v}\,dv
=C_f\sqrt V\int_0^V v^{1/2}\,dv
=C_f\sqrt V\cdot\frac23V^{3/2}.
$$

The powers of $V$ combine to $V^2$, so

$$
\boxed{E=\frac23\,C_fV^2}
$$

The capacitance grows without limit as $v\to0$, but the integrand $vC(v)$ goes to zero there, and the energy is finite.

For the given values,

$$
E=\frac23(100\times10^{-12}\ \text{F})(400\ \text{V})^2
=1.067\times10^{-5}\ \text{J}=10.67\ \mu\text{J}.
$$

The constant-capacitance expression gives $\tfrac12C_fV^2=8.00\ \mu$J, which is 25% below the stored energy. It is too low because $C(v)>C_f$ at every voltage below $V$: more charge has been moved than a constant $C_f$ would accept.

The factor depends on the exponent of the law. For $C(v)=C_f(V/v)^m$ with $m<1$, which keeps the stored charge finite, the same integration gives

$$
E=C_fV^m\int_0^V v^{1-m}\,dv=\frac{C_fV^2}{2-m}.
$$

This returns $\tfrac12$ for $m=0$ and $\tfrac23$ for $m=\tfrac12$. If a measured capacitance curve follows no single power law, neither factor can be assumed, and $\int vC\,dv$ has to be evaluated from the curve itself.

### 2. Charge and equivalent capacitances

The charge at a voltage $v$ is

$$
Q(v)=\int_0^v C_f\sqrt{\frac{V}{v'}}\,dv'
=C_f\sqrt V\,\bigl(2\sqrt v\bigr)=2C_f\sqrt{Vv}.
$$

At the final voltage this becomes

$$
Q_f=2C_fV=2(100\ \text{pF})(400\ \text{V})=80\ \text{nC}.
$$

A constant capacitor holding this charge at $V$ has

$$
C_Q=\frac{Q_f}{V}=2C_f=200\ \text{pF}.
$$

A constant capacitor holding the same energy satisfies $\tfrac12C_EV^2=\tfrac23C_fV^2$, hence

$$
C_E=\frac43C_f=133\ \text{pF}.
$$

The two differ, so no single constant capacitor reproduces both quantities. $C_Q$ gives the time a constant current $I$ needs to charge the output, $t=Q_f/I=C_QV/I$. $C_E$ gives the energy. Putting $C_Q$ into the energy formula would give $\tfrac12C_QV^2=C_fV^2=16\ \mu$J, which is 1.5 times the stored energy.

The average voltage at which the charge arrives is

$$
\frac{E}{Q_f}=\frac{\tfrac23C_fV^2}{2C_fV}=\frac V3 ,
$$

whereas for a constant capacitor it is $V/2$. Much of the charge enters at low voltage, where it costs little energy. Since $Q\propto\sqrt v$, half of the final charge is already present at $v=V/4=100$ V.

### 3. The same device at other voltages

The boxed formula does not mean that the energy of a given device grows as the square of the voltage, because the capacitance at the end point changes too. If the device is charged only to $V_1<V$, the capacitance to use is $C(V_1)=C_f\sqrt{V/V_1}$:

$$
E(V_1)=\frac23C(V_1)V_1^2
=\frac23C_f\sqrt V\,V_1^{3/2}
=E(V)\left(\frac{V_1}{V}\right)^{3/2}.
$$

At 200 V the capacitance is 141 pF, and the energy is

$$
E=10.67\ \mu\text{J}\times\left(\frac12\right)^{3/2}=3.77\ \mu\text{J}.
$$

At 100 V the capacitance is 200 pF, and the energy is

$$
E=10.67\ \mu\text{J}\times\left(\frac14\right)^{3/2}=1.33\ \mu\text{J}.
$$

The first quarter of the voltage range thus takes up half of the charge but one eighth of the energy.

### 4. Heat in charging and discharging

Let the charging path have resistance $R$, which may itself depend on voltage, and let the current be $i=dQ/dt$. The supply voltage divides between the path and the output:

$$
V=iR+v .
$$

Multiplying by $i\,dt=dQ$ turns this into an energy balance for each short interval:

$$
V\,dQ=i^2R\,dt+v\,dQ .
$$

Integrate until the output has reached $V$ and the current has died away. The left side gives $VQ_f$, and the last term gives the stored energy. The heat in the path is therefore

$$
H_{\text{charge}}=VQ_f-E
=2C_fV^2-\frac23C_fV^2=\frac43C_fV^2 .
$$

The resistance has dropped out. It sets how long the charging takes, but not the total heat. In numbers, the supply delivers $32.0\ \mu$J, of which $21.3\ \mu$J becomes heat and $10.7\ \mu$J is stored. Only one third of the supplied energy reaches the output capacitance, compared with one half for a constant capacitor.

When the channel then turns on, the output discharges through it. The channel current is $-dQ/dt$, so the heat is

$$
H_{\text{discharge}}=\int v\left(-\frac{dQ}{dt}\right)dt
=\int_0^{Q_f}v\,dQ=E .
$$

The minus sign has been absorbed by reversing the limits of the charge integral. All of the stored energy becomes heat in the channel. The numerical output gives the same energies from time integration of both processes, once with a constant resistance and once with a resistance that varies with voltage.

With one such discharge in each switching period, the mean power is

$$
P=fE=(10^5\ \text{s}^{-1})(1.067\times10^{-5}\ \text{J})=1.07\ \text{W}.
$$

This is one part of the switching loss. It leaves out the heat from charging other devices in the circuit, and the loss while the load current and a large voltage are present together. It also assumes that the output is still at $V$ when the channel turns on. If the external circuit has already removed the charge, this discharge heat does not arise in the channel.

### 5. A depletion layer as the origin of the law

Consider a junction of area $A$ with one side doped so heavily that practically all of the depletion lies on the other side. That side has uniform doping density $N$ and permittivity $\varepsilon$. Assume that the layer $0<x<W$ is fully depleted, with charge density of magnitude $qN$, where $q$ is the elementary charge, and that the material beyond $W$ is neutral. Neglect the built-in potential for now.

By Gauss's law the magnitude $F$ of the field changes at the rate $qN/\varepsilon$, and it vanishes at $x=W$:

$$
F(x)=\frac{qN}{\varepsilon}(W-x).
$$

The voltage is the area under this triangle:

$$
V=\int_0^W F\,dx=\frac{qNW^2}{2\varepsilon},
\qquad
W=\sqrt{\frac{2\varepsilon V}{qN}} .
$$

The charge is $Q=AqNW$. Differentiating the voltage gives $dV=(qNW/\varepsilon)\,dW$, and therefore

$$
C=\frac{dQ}{dV}=AqN\,\frac{dW}{dV}
=AqN\,\frac{\varepsilon}{qNW}=\frac{\varepsilon A}{W}.
$$

Since $W\propto\sqrt V$, the capacitance is proportional to $1/\sqrt V$, as assumed. A higher voltage widens the layer and moves the added charge farther from the junction.

The energy can now be found without any charging integral, from the field energy density $\tfrac12\varepsilon F^2$:

$$
U=A\int_0^W\frac{\varepsilon}{2}\frac{q^2N^2}{\varepsilon^2}(W-x)^2dx
=\frac{Aq^2N^2}{2\varepsilon}\cdot\frac{W^3}{3}
=\frac{Aq^2N^2W^3}{6\varepsilon}.
$$

For comparison,

$$
CV^2=\frac{\varepsilon A}{W}\left(\frac{qNW^2}{2\varepsilon}\right)^2
=\frac{Aq^2N^2W^3}{4\varepsilon}.
$$

The ratio is $U/(CV^2)=4/6=2/3$, in agreement with part 1.

As a separate model case, take relative permittivity 10, $N=10^{16}\ \text{cm}^{-3}$, $A=1\ \text{mm}^2$ and $V=400$ V. The layer is then $6.65\ \mu$m wide, and its capacitance is 13.3 pF. The peak field is $2V/W=1.20$ MV/cm, and the integrated field energy is $1.42\ \mu$J. This equals $\tfrac23(13.3\ \text{pF})(400\ \text{V})^2$ to the digits given. The case is meant for a wide-gap semiconductor such as silicon carbide. A silicon layer with this doping would break down far below 400 V.

The law holds only while the lightly doped side is thicker than $W$. Suppose it has thickness $d$ and ends on a heavily doped region, as in a punch-through drift layer. The depletion then reaches that region at $V_p=qNd^2/(2\varepsilon)$, and above $V_p$ the capacitance stays at $C_f=\varepsilon A/d$. For $V>V_p$ the energy is $\tfrac23C_fV_p^2+\tfrac12C_f(V^2-V_p^2)$, so the factor is $\tfrac12+\tfrac16(V_p/V)^2$. With $d=5\ \mu$m in the model case, $V_p=226$ V and the factor at 400 V is 0.553 instead of $\tfrac23$.

### 6. Effect of a built-in potential

A real junction has a depletion layer even at $v=0$, because a built-in potential $\phi$ adds to the applied voltage. Replacing $v$ by $v+\phi$ in the depletion law, while keeping $C(V)=C_f$, gives

$$
C(v)=C_f\sqrt{\frac{V+\phi}{v+\phi}} .
$$

This is finite at $v=0$. The external circuit still does the work $v\,dQ$, with $v$ the terminal voltage, and $E$ here means this work. The field energy of the layer rises by the larger amount $(v+\phi)\,dQ$, because the full voltage across the layer is $v+\phi$; the part $\phi\,dQ$ is not supplied by the external circuit. Put $u=v+\phi$, so that $v=u-\phi$:

$$
E=C_f\sqrt{V+\phi}\int_\phi^{V+\phi}\left(u^{1/2}-\phi u^{-1/2}\right)du
=C_f\sqrt{V+\phi}\left[\frac23u^{3/2}-2\phi u^{1/2}\right]_\phi^{V+\phi}.
$$

The bracket at the lower limit is $\tfrac23\phi^{3/2}-2\phi^{3/2}=-\tfrac43\phi^{3/2}$, and subtracting it adds a positive term. With $x=\phi/V$,

$$
\frac{E}{C_fV^2}=\frac23(1+x)^2-2x(1+x)+\frac43x^{3/2}\sqrt{1+x}.
$$

For small $x$ this becomes

$$
\frac{E}{C_fV^2}\approx\frac23\left(1-x+2x^{3/2}\right),
$$

which tends to $\tfrac23$ as $x\to0$.

At 400 V, $x=1.5/400=0.00375$. The full expression gives 0.6645, which is 0.33% below $\tfrac23$. At a final voltage of 10 V, $x=0.15$ and the factor is 0.620, which is 7.0% below. In the second case $C_f$ means the capacitance at 10 V.

The direction of the change follows from the capacitance law. For $v<V$, the ratio $(V+\phi)/(v+\phi)$ decreases as $\phi$ increases, and it approaches 1 when $\phi$ is much larger than $V$. The capacitance curve therefore becomes flatter, and the factor moves from $\tfrac23$ towards the constant-capacitance value $\tfrac12$. Within this junction model, the two-thirds result is the limit in which the final voltage is large compared with the built-in potential.

## Computed results

```
Final voltage V = 400 V
Capacitance at V, C_f = 100 pF
Switching frequency = 100 kHz
Stored energy, quadrature = 10.6667 uJ
Stored energy, (2/3) C_f V^2 = 10.6667 uJ
Stored energy in joules = 1.0667e-05 J
(1/2) C_f V^2 = 8.0000 uJ
Error of (1/2) C_f V^2 = -25.0 %
Stored charge = 80.000 nC
Energy-equivalent capacitance = 133.33 pF
Charge-equivalent capacitance = 200.00 pF
Loss f*E = 1.0667 W
Same device at 100 V: C = 200.00 pF, E = 1.3333 uJ
Same device at 200 V: C = 141.42 pF, E = 3.7712 uJ
Same device at 400 V: C = 100.00 pF, E = 10.6667 uJ
constant R: supplied 32.000 uJ, charging loss 21.333 uJ, discharge heat 10.667 uJ
voltage-dependent R: supplied 32.000 uJ, charging loss 21.333 uJ, discharge heat 10.667 uJ
Layer relative permittivity = 10 (no unit)
Layer doping = 1.0e+16 cm^-3
Layer area = 1.0 mm^2
Layer width at V = 6.649 um
Layer peak field = 1.203 MV/cm
Layer capacitance at V = 13.316 pF
Layer field energy = 1.4204 uJ
Layer energy/(C V^2) = 0.66667 (no unit)
Built-in potential = 1.5 V
With built-in potential at 400 V: E/(C_f V^2) = 0.66445, change from 2/3 = -0.33 %
With built-in potential at 10 V: E/(C_f V^2) = 0.61973, change from 2/3 = -7.04 %
```
